# Largest ray deviation of silicon's pure-shear wave in the (1-10) plane

## The problem

A silicon plate of thickness $h=10.0$ mm is cut so that its face normal lies in the $(1\bar10)$ plane, at an angle $\theta$ from $[001]$ towards $[110]$. A transducer 3.0 mm wide on one face launches a 100 MHz shear wave polarized along $[1\bar10]$. The phase fronts are parallel to the face, so the wave vector $\mathbf k$ lies along the normal. The energy need not follow it.

Take the rough room-temperature values $C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa and $\rho=2.329$ g/cm³, and write

$$C'=\frac{C_{11}-C_{12}}{2}=50.9\ \text{GPa},\qquad s=\frac{C'}{C_{44}}=0.6394 .$$

For which $\theta$ is the angle between ray and wave vector largest, and how large is it? Where on the far face should a receiver be placed, and when does the pulse arrive? Does the answer bound the deviation of every shear wave in the crystal?

The crystal is treated as a lossless, linear elastic continuum, and the wave at first as a plane wave.

## A tempting solution

The phase speed of this wave obeys

$$\rho v^2=C_{44}\cos^2\theta+C'\sin^2\theta, \tag{1}$$

which is correct and is derived below. Draw $v(\theta)$ as a polar curve. It shows how far a front advances in unit time in each direction, so it looks like the wavefront of a point source. Energy should then leave along the normal to this curve.

Let $\hat{\mathbf r}$ point along $\mathbf k$ and $\hat{\boldsymbol\theta}$ towards increasing $\theta$. A tangent to the curve is $v'\hat{\mathbf r}+v\,\hat{\boldsymbol\theta}$, with $v'=dv/d\theta$. A vector perpendicular to it is $v\,\hat{\mathbf r}-v'\hat{\boldsymbol\theta}$. Differentiating (1) gives

$$2\rho v v'=-2(C_{44}-C')\sin\theta\cos\theta ,$$

and division by $2\rho v^2$, followed by division of numerator and denominator by $C_{44}\cos^2\theta$, gives

$$-\frac{v'}{v}=\frac{(C_{44}-C')\sin\theta\cos\theta}{C_{44}\cos^2\theta+C'\sin^2\theta}=\frac{(1-s)t}{1+st^2},\qquad t=\tan\theta. \tag{2}$$

This is positive for $0<\theta<90^\circ$, so the normal is turned towards larger $\theta$, that is, towards $[110]$. The tangent of the turning angle is (2). To maximize it, divide by $t$:

$$\frac{(1-s)t}{1+st^2}=\frac{1-s}{1/t+st}\le\frac{1-s}{2\sqrt s}. \tag{3}$$

The bound holds because the sum of two positive numbers is at least twice the square root of their product, here $(1/t)(st)=s$. Equality requires $1/t=st$, or $t=1/\sqrt s$. The numbers are $\theta=51.35^\circ$ and a turning angle $\arctan 0.2254=12.7^\circ$. The receiver would be placed $h\times0.2254=2.25$ mm from the point opposite the transducer, on the $[110]$ side.

## Where it fails

A limiting case exposes the fault. Let $C'$ tend to zero at fixed $C_{44}$. For this polarization, planes normal to $[110]$ then exert no shear force on one another, so no power can pass along $[110]$. The energy has to flow along $[001]$. The tempting solution turns the ray the other way.

The mistake lies in the choice of curve. Energy travels with the group velocity $\partial\omega/\partial\mathbf k$, a gradient in the space of wave vectors. A gradient is normal to a curve of constant $\omega$. On such a curve the radius is $k=\omega/v(\theta)$, so the curve to draw is that of the slowness $1/v$, not that of $v$. Since

$$\frac{d(1/v)/d\theta}{1/v}=-\frac{v'}{v},$$

exchanging the two curves reverses the sign of the turning angle and leaves its size unchanged. A check of the number 12.7° alone would therefore not reveal the error.

The curve $v(\theta)$ is not the wavefront of a point source either. Each plane front moves a distance $v(\theta)$ along its own normal in unit time, but the wavefront is the envelope of all these fronts, and its points lie at the ends of the group-velocity vectors.

## The right solution

### The wave and its stresses

Use the unit vectors $\mathbf e_1=[110]/\sqrt2$, $\mathbf e_2=[1\bar10]/\sqrt2$, $\mathbf e_3=[001]$, with coordinates $x_1,x_2,x_3$ along them. Let the displacement be $\mathbf u=f(x_1,x_3,t)\,\mathbf e_2$, where in this subsection and the next $t$ is time, and write $f_1=\partial f/\partial x_1$, $f_3=\partial f/\partial x_3$.

In the cubic axes $x,y,z$, the displacement is $(f,-f,0)/\sqrt2$ and the gradient of $f$ is $(f_1/\sqrt2,\,f_1/\sqrt2,\,f_3)$. The strains are therefore

$$\varepsilon_{xx}=\tfrac12f_1,\quad \varepsilon_{yy}=-\tfrac12f_1,\quad \varepsilon_{zz}=\varepsilon_{xy}=0,\quad \varepsilon_{xz}=-\varepsilon_{yz}=\frac{f_3}{2\sqrt2}.$$

Hooke's law for a cubic crystal gives $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}\varepsilon_{yy}=C'f_1$ and likewise $\sigma_{yy}=-C'f_1$. The two contributions to $\sigma_{zz}$ cancel, and $\sigma_{xy}=0$. The remaining shear stresses are $\sigma_{xz}=-\sigma_{yz}=2C_{44}\varepsilon_{xz}=C_{44}f_3/\sqrt2$. Applying this stress to the three unit vectors gives

$$\sigma\mathbf e_1=C'f_1\,\mathbf e_2,\qquad \sigma\mathbf e_3=C_{44}f_3\,\mathbf e_2,\qquad \sigma\mathbf e_2=C'f_1\,\mathbf e_1+C_{44}f_3\,\mathbf e_3 .$$

The force density is $\partial_1(\sigma\mathbf e_1)+\partial_2(\sigma\mathbf e_2)+\partial_3(\sigma\mathbf e_3)$. The middle term vanishes because nothing depends on $x_2$. The rest points along $\mathbf e_2$, so the assumed polarization is preserved and

$$\rho\,\ddot f=C'\,\partial_1^2f+C_{44}\,\partial_3^2f .$$

For $f=a\cos(k_1x_1+k_3x_3-\omega t)$ this requires $\rho\omega^2=C'k_1^2+C_{44}k_3^2$. With $k_1=k\sin\theta$, $k_3=k\cos\theta$ and $\omega=vk$, it is equation (1).

### The direction of the energy

The energy flux is $\mathbf P=-\sigma\dot{\mathbf u}=-\dot f\,\sigma\mathbf e_2$; the minus sign counts the power that material behind a plane delivers to the material ahead. Let $S$ be the sine of the wave's phase. Then $f_1=-ak_1S$, $f_3=-ak_3S$ and $\dot f=a\omega S$, so

$$\mathbf P=a^2\omega S^2\,(C'k_1\mathbf e_1+C_{44}k_3\mathbf e_3).$$

The energy density is

$$\tfrac12\rho\dot f^2+\tfrac12(C'f_1^2+C_{44}f_3^2)=\tfrac12a^2S^2(\rho\omega^2+C'k_1^2+C_{44}k_3^2)=\rho\omega^2a^2S^2 .$$

The average of $S^2$ cancels in the ratio of mean flux to mean energy density:

$$\mathbf v_g=\frac{C'k_1\mathbf e_1+C_{44}k_3\mathbf e_3}{\rho\omega}=\frac{C'\sin\theta\,\mathbf e_1+C_{44}\cos\theta\,\mathbf e_3}{\rho v}. \tag{4}$$

Differentiating $\rho\omega^2=C'k_1^2+C_{44}k_3^2$ with respect to $k_1$ and $k_3$ gives the same vector for $\partial\omega/\partial\mathbf k$.

From here on $t$ again means $\tan\theta$. The ray makes an angle $\psi$ with $[001]$, where

$$\tan\psi=s\tan\theta . \tag{5}$$

Because $s<1$, $\psi<\theta$: the ray is turned towards $[001]$, the direction in which this wave is stiffer. When $C'\to0$ at fixed $\theta<90^\circ$, $\psi\to0$, as the limiting case demanded. For $s=1$ there is no deviation, and for $s>1$ the ray would turn towards $[110]$.

### The largest deviation

Define $\delta=\theta-\psi$. The tangent of a difference gives

$$\tan\delta=\frac{t-st}{1+st^2},$$

which is the function in (2), now with the correct side attached to it. By (3) its maximum is $\tan\delta_{\max}=(1-s)/(2\sqrt s)$ at $t=1/\sqrt s$. Then

$$\cos^2\delta_{\max}=\frac{1}{1+\tan^2\delta_{\max}}=\frac{4s}{(1-s)^2+4s}=\frac{4s}{(1+s)^2},$$

and $\sin^2\delta_{\max}=1-\cos^2\delta_{\max}=(1-s)^2/(1+s)^2$. For $s<1$ this gives

$$\boxed{\ \sin\delta_{\max}=\frac{1-s}{1+s}=\frac{C_{44}-C'}{C_{44}+C'}\ } \tag{6}$$

For silicon, $\sin\delta_{\max}=28.7/130.5=0.2199$ and $\delta_{\max}=12.7^\circ$. At the maximum $\tan\psi=s/\sqrt s=\sqrt s=1/\tan\theta$, so $\theta$ and $\psi$ add up to 90°: they are 51.35° and 38.65°. A numerical search over the plane, with the energy flux taken from the full stiffness tensor, also gives 12.705°.

### Speeds, arrival time and position

From $t^2=1/s$ follow $\sin^2\theta=t^2/(1+t^2)=C_{44}/(C_{44}+C')$ and $\cos^2\theta=C'/(C_{44}+C')$. Equation (1) becomes

$$\rho v^2=\frac{2C_{44}C'}{C_{44}+C'}=62.09\ \text{GPa},$$

the harmonic mean of the two stiffnesses. The square of (4) gives

$$\rho v_g^2=\frac{C'^2\sin^2\theta+C_{44}^2\cos^2\theta}{\rho v^2}=\frac{C'C_{44}}{\rho v^2}=\frac{C_{44}+C'}{2}=65.25\ \text{GPa},$$

their arithmetic mean. Hence $v=5.163$ km/s and $v_g=5.293$ km/s.

The component of $\mathbf v_g$ along $\mathbf k$ is $(C'\sin^2\theta+C_{44}\cos^2\theta)/(\rho v)=v$, so $v=v_g\cos\delta$. The energy covers the longer path $h/\cos\delta$ at the higher speed $v_g$ and arrives after $h/v=1.937$ µs. The arrival time alone therefore does not show that the beam has drifted.

The receiver belongs $h\tan\delta_{\max}=2.25$ mm from the point opposite the transducer, on the $[001]$ side. The tempting solution puts it 4.5 mm from there. With a receiver as wide as the transducer, 3.0 mm, it would miss the geometrical beam.

## What the maximum does not bound

**The other shear wave.** The $(1\bar10)$ plane also carries a shear-like wave polarized within the plane. A scan with the full stiffness tensor finds that its deviation reaches 18.4°, towards $[001]$, for a wave vector about 20.5° from $[001]$; near 66° it deviates by 17.1° to the other side. The value 12.7° thus belongs to the wave polarized along $[1\bar10]$.

**Wave vectors outside the plane.** The maximum lies 3.38° from $[111]$, where the two shear speeds coincide. To see this, write the matrix whose eigenvalues are $\rho\omega^2$, in cubic axes:

$$\Gamma=(C_{12}+C_{44})\,\mathbf k\mathbf k^{T}+C_{44}k^2\,I+H\,\mathrm{diag}(k_x^2,k_y^2,k_z^2),\qquad H=C_{11}-C_{12}-2C_{44}.$$

Along $[111]$ the last term is $Hk^2/3$ times the unit matrix, so both polarizations perpendicular to $\mathbf k$ have the same eigenvalue.

Now give a unit wave vector a small component $\tau$ along $\mathbf e_2$, where $\tau$ is the tilt in radians. Insert $k_x=(k_1+\tau)/\sqrt2$ and $k_y=(k_1-\tau)/\sqrt2$ and go over to the axes $\mathbf e_i$. The terms needed are

$$\Gamma_{12}=(C_{12}+C_{44}+H)k_1\tau=(C_{11}-C_{44})k_1\tau,\qquad \Gamma_{23}=(C_{12}+C_{44})k_3\tau,$$

$$\Gamma_{22}=C'k_1^2+C_{44}k_3^2+D\tau^2,\qquad D=\tfrac12(C_{11}+C_{12})+C_{44}=194.4\ \text{GPa}.$$

Let $\mathbf w=\big((C_{11}-C_{44})\sin\theta,\ (C_{12}+C_{44})\cos\theta\big)$, and let $M$ be the block of $\Gamma$ for in-plane polarization at $\tau=0$, with

$$M_{11}=D\sin^2\theta+C_{44}\cos^2\theta,\quad M_{13}=(C_{12}+C_{44})\sin\theta\cos\theta,\quad M_{33}=C_{44}\sin^2\theta+C_{11}\cos^2\theta .$$

Take a polarization with component 1 along $\mathbf e_2$ and a small in-plane part $\mathbf p$. To first order the in-plane rows of the eigenvalue equation read $M\mathbf p+\tau\mathbf w=\rho v^2\mathbf p$, so $\mathbf p=\tau(\rho v^2-M)^{-1}\mathbf w$. The $\mathbf e_2$ row then gives

$$\rho\omega^2=\rho v^2+B\tau^2,\qquad B=D+\mathbf w^{T}(\rho v^2-M)^{-1}\mathbf w .$$

Differentiation gives the group velocity along $\mathbf e_2$ as $B\tau/(\rho v)$. Division by $v_g$ gives the out-of-plane ray angle,

$$F\tau,\qquad F=\frac{B}{\rho v v_g}=\frac{406}{\sqrt{62.09\times65.25}}=6.38 .$$

The ray leaves the plane about six times faster than the wave vector does. The coupling raises $B$ from 194.4 to 406 GPa. In terms of the eigenvalues $\lambda$ of $M$, each in-plane mode contributes a positive square divided by $\rho v^2-\lambda$. A net increase therefore has to come from a mode with $\lambda<\rho v^2$. This is the other shear wave, whose eigenvalue meets $\rho v^2$ at $[111]$, so the denominator is small nearby. The linear law needs a tilt much smaller than 3.38°.

## The beam in a real plate

The wavelength is 51.6 µm, and a 3.0 mm source contains wave vectors spread over roughly $51.6\ \mu\text{m}/3.0\ \text{mm}=0.0172$ rad, or 0.99°. Within the plane, differentiating (5) gives

$$\frac{d\psi}{d\theta}=\frac{s(1+t^2)}{1+s^2t^2},$$

which is $s=0.639$ at $[001]$, where rays are drawn together, and $1/s=1.564$ at $[110]$, where they are spread. At the maximum $d\delta/d\theta=0$, so it equals 1 and the in-plane angular spread is unaltered. Because the rays meet the far face obliquely, their landing points $h\tan(\psi-\theta_{\max})$, with $\theta_{\max}=51.35^\circ$ the direction of the normal, still spread by the factor $1/\cos^2\delta_{\max}=1.05$ relative to an isotropic plate with the same wavelength. For a tilt of 0.99° out of the plane, the full calculation gives an out-of-plane ray angle of 6.00°, against 6.3° from the linear law. This component reaches the far face 1.08 mm to the side. That is the displacement of one component, not the width of the beam, which depends on how strongly each component is excited. For a uniformly driven source this tilt is the first zero of the angular spectrum, so it marks the edge of the central lobe; the components that carry the energy have smaller tilts. The in-plane part of its deviation falls to 12.25°, but its total angle between ray and wave vector is 13.21°. Even for the mode that continues the pure-shear wave out of the plane, 12.7° is thus not an upper bound.

Changes in the elastic constants affect the largest deviation only through $s$. Differentiating (6) gives $\cos\delta\,d\delta=-2\,ds/(1+s)^2$. Since $2/(1+s)^2=\cos^2\delta/(2s)$ at the maximum,

$$d\delta_{\max}=-\tfrac12\cos\delta_{\max}\,\frac{ds}{s}.$$

A value of $s$ lower by 1% raises the angle by 0.28°, so the third decimal of 12.705° has no meaning for a real sample. If the two stiffnesses softened at rates that differed by 20 ppm/K, a figure assumed here for illustration and not a measured value for silicon, a change of 100 K would move the angle by about 0.06°. Heavy n-type doping lowers $C'$; a rough softening of 3%, at fixed $C_{44}$, adds 0.85°.

The atomic lattice is negligible here. In a chain with spacing $a$, $\omega\propto\sin(ka/2)$, and expansion of the sine lowers the phase speed by the fraction $(ka)^2/24$, which is $1.8\times10^{-10}$ with silicon's lattice parameter. Attenuation, which weakens the signal, is left out.

For this plate, then, the plane-wave answer is a good approximation to the position of the beam centre, while the nearness of $[111]$ makes the beam sensitive to tilts out of the plane. A miscut of the face in that direction, if it is well below 1°, turns the ray out of the crystal plane through the same factor $F$. Measured from the point opposite the transducer, which tilts with the face, the beam moves by about $h\,(F/\cos\delta_{\max}-1)\,\tau$, or 0.48 mm for a miscut of 0.5°. A transducer still polarized along $[1\bar10]$ then also excites the other shear wave weakly, and the ray of that wave leaves the plane on the opposite side. The values used are collected in the numerical output.

## Numbers as computed

```
C11, C12, C44 (rough inputs): 165.7, 63.9, 79.6 GPa
Cp = (C11-C12)/2: 50.9 GPa
density (rough input): 2.329 g/cm3
ratio s = Cp/C44: 0.6394
sin(delta_max): 0.2199
tan(delta_max): 0.2254
delta_max, formula: 12.705 deg
delta_max, full tensor search: 12.705 deg
wave-vector angle at maximum: 51.35 deg
ray angle at maximum: 38.65 deg
rho v^2 at maximum (harmonic mean): 62.09 GPa
rho vg^2 at maximum (arithmetic mean): 65.25 GPa
phase speed at maximum: 5.163 km/s
energy speed at maximum: 5.293 km/s
in-plane spreading dpsi/dtheta at [001]: 0.639
in-plane spreading dpsi/dtheta at [110]: 1.564
angle of [111] from [001]: 54.74 deg
distance of maximum from [111]: 3.38 deg
pure-shear deviation at [111]: 12.61 deg
other shear wave, largest |deviation|: 18.4 deg
  at wave-vector angle: 21 deg
plate thickness, transducer width: 10.0, 3.0 mm
frequency: 100 MHz
wavelength: 51.6 um
sideways beam shift: 2.25 mm
transit time: 1.937 us
diffraction angle wavelength/width: 0.99 deg
B in out-of-plane formula: 406 GPa
out-of-plane amplification F, formula: 6.38
out-of-plane amplification F, full tensor: 6.38
k tilted out of plane by the diffraction angle:
  out-of-plane ray angle: 6.00 deg
  out-of-plane ray shift at far face: 1.08 mm
  in-plane part of deviation: 12.25 deg
  total angle between k and ray: 13.21 deg
change of delta_max, ratio s 1% lower: +0.28 deg
change, 100 K at 20 ppm/K mismatch (rough): +0.056 deg
change, Cp softened 3% by doping (rough): +0.85 deg
relative lattice dispersion (chain estimate): 1.8e-10
```
